Why Dephasing Helps, Then Hinders, Current in a Disordered Chain

**Q:** I have a disordered chain of sites between a source and a drain. Adding noise to the site energies first raises the current and then lowers it. What is the simplest model that can explain both?

**A:** Take spinless fermions that do not interact, with site energies ε_n and a real hopping energy t:

H = Σ ε_n c_n†c_n + t Σ (c_n†c_{n+1} + c_{n+1}†c_n).

The noise is white and independent on each site. In the master equation it appears as jump operators √Γ n̂_m, where n̂_m = c_m†c_m. Since n̂_m² = n̂_m, its effect on the mean of an operator X is

Γ⟨n̂_m X n̂_m − ½(n̂_m X + X n̂_m)⟩ = −(Γ/2)⟨[n̂_m,[n̂_m,X]]⟩.

For X = c_i†c_j with i ≠ j, the double commutator equals X for m = i and for m = j, and vanishes otherwise. The two sites contribute Γ/2 each, so the coherence decays at rate Γ. For i = j nothing happens: dephasing does not move particles by itself.

The source fills site 1 at rate κ(1 − n_1), and the drain empties site N at rate κn_N, where n_i is the mean occupation. This is the limit of large bias. Emptying a population at rate κ damps its amplitude at κ/2. The source does the same, because filling with particles is emptying of holes. Each coherence therefore loses an extra κ/2 for every index that sits on a contact site.

**Q:** How do I get a hop rate from that? The Hamiltonian moves amplitudes, not probabilities.

**A:** Follow C_ij = ⟨c_i†c_j⟩, whose diagonal holds the occupations. With h the matrix of site energies and hoppings, and s the time, the Heisenberg equation dc_j/ds = −(i/ħ)Σ_k h_jk c_k gives

dC/ds = (i/ħ)(hC − Ch) + damping + source.

For the bond from n to n+1, define Δ = ε_n − ε_{n+1}. The two matrix products are

(hC)_{n,n+1} = ε_n C_{n,n+1} + t n_{n+1} + t C_{n−1,n+1},
(Ch)_{n,n+1} = ε_{n+1} C_{n,n+1} + t n_n + t C_{n,n+2}.

Away from the contacts, subtracting them and adding the dephasing gives

dC_{n,n+1}/ds = −(Γ − iΔ/ħ)C_{n,n+1} − (it/ħ)(n_n − n_{n+1}) + (it/ħ)(C_{n−1,n+1} − C_{n,n+2}).

The last bracket holds second-neighbour coherences. They are themselves driven by t times first-neighbour coherences, so at fixed dephasing and detunings they correct the occupation difference by a relative amount of order t². I assume that t is small enough to drop them. In the steady state,

C_{n,n+1} = −i(t/ħ)(n_n − n_{n+1})/(Γ − iΔ/ħ).

Multiplying numerator and denominator by Γ + iΔ/ħ, we find

Im C_{n,n+1} = −(t/ħ)(n_n − n_{n+1}) Γ/(Γ² + Δ²/ħ²).

The same bond changes n_n at the rate (it/ħ)(C_{n+1,n} − C_{n,n+1}). Since C_{n+1,n} is the complex conjugate of C_{n,n+1}, this equals (2t/ħ) Im C_{n,n+1}. The current J to the right is the loss from site n, hence minus this quantity:

J = k(n_n − n_{n+1}),

k = 2(t/ħ)² Γ/(Γ² + Δ²/ħ²) = (2t²/ħ) γ/(γ² + Δ²), where γ = ħΓ.

With only two sites there are no second neighbours, and the result holds at any t, provided the contact damping ħκ is added to γ.

**Q:** Where is the maximum?

**A:** Invert the rate and complete a square:

1/k = (ħ/2t²)(γ + Δ²/γ) = (ħ/2t²)[2|Δ| + (√γ − |Δ|/√γ)²].

The square vanishes at γ = |Δ|, where k = t²/(ħ|Δ|). This needs Δ ≠ 0; a resonant bond has k = 2t²/(ħγ), which falls with γ throughout.

For t = 0.5 meV and Δ = 10 meV, the maximum is 0.25/10 = 0.025 meV in units of 1/ħ. One meV divided by ħ is 1519.3 /ns, so k = 38.0 /ns. At γ = 1 meV and at γ = 100 meV the rate is 7.52 /ns, five times smaller.

**Q:** That locates the peak, but I still do not see why noise should do two opposite things.

**A:** For one particle, the dephasing equation is the same as that for position measurements made at random times with mean rate Γ and with the results ignored. Each measurement erases the off-diagonal elements of the density matrix, so on average they decay at rate Γ. We can then regard each interval between measurements as one attempt to hop.

Apart from a constant, the two-site Hamiltonian is (Δ/2)σ_z + tσ_x. Its square is Ω²/4, with Ω² = Δ² + 4t², so the evolution operator is

cos(Ωs/2ħ) − i(2/Ω)[(Δ/2)σ_z + tσ_x] sin(Ωs/2ħ).

The off-diagonal element gives the probability of being found on the other site:

P(s) = (4t²/Ω²) sin²(Ωs/2ħ).

The waiting times have the distribution Γe^(−Γs). Writing sin²(x/2) = (1 − cos x)/2 and using

∫₀^∞ Γe^(−Γs) cos(Ωs/ħ) ds = γ²/(γ² + Ω²),

we obtain the mean success per attempt:

P̄ = (4t²/Ω²) · ½ · Ω²/(γ² + Ω²) = 2t²/(γ² + Ω²).

The hop rate is attempts times success, ΓP̄. When γ ≪ |Δ|, the particle completes many small oscillations between measurements. The mean success then no longer depends on the mean waiting time, and more attempts give more hops. When γ ≫ |Δ|, the measurements interrupt the initial quadratic growth of P. Success then falls as 1/γ² while attempts grow as γ, so the rate falls as 1/γ.

The bond above shows this exchange. From γ = 1 to 10 meV, attempts rise tenfold, while success falls only from 0.00490 to 0.00249. From 10 to 100 meV, attempts rise tenfold again, but success falls to 0.0000495, a factor of 50.

The product ΓP̄ contains an extra 4t² in its denominator. It counts changes between successive measurement records, whereas k relates a steady current to mean occupations. The two agree for weak hopping; here they differ by at most about 1% of k.

**Q:** Where does the energy come from when the next site is higher?

**A:** For weak hopping and γ much larger than ħκ, almost all of it comes from the noise on that bond. On the end bonds the contacts, which also damp coherences, supply a small part, and second-neighbour coherences carry a little energy between neighbouring bonds. When hopping is not weak, that exchange between bonds can be large. White noise acts as a bath of infinite temperature, so k is the same uphill and downhill. Exclusion does not spoil the linear law, since kn_n(1 − n_{n+1}) − kn_{n+1}(1 − n_n) = k(n_n − n_{n+1}). A cold bath would favour downhill hops, and this formula would not apply.

**Q:** How is the weak-noise side connected to localization?

**A:** With strong disorder most eigenstates sit mainly on one site and have small tails. A measurement finds a particle from eigenstate ψ_a on site m with probability |ψ_a(m)|², and that site has weight |ψ_b(m)|² in state b. If γ is small compared with the level spacing, coherences between eigenstates average out, and the transition rate is

Γ Σ_m |ψ_a(m)|²|ψ_b(m)|².

On two sites the weights are cos²θ and sin²θ, with sin 2θ = 2t/Ω. The sum is 2 sin²θ cos²θ = ½ sin²2θ = 2t²/Ω², which tends to 2t²/Δ² for weak hopping. This reproduces k at small γ. Noise carries the particle from one localized state to another by way of their overlap.

At γ = 0 a particle must enter and leave through the same eigenstate. Let A_a and B_a be its weights on the first and last sites. If levels are well separated compared with ħκ, its filling f_a obeys κA_a(1 − f_a) = κB_a f_a, so f_a = A_a/(A_a + B_a) and

J = κ Σ_a A_aB_a/(A_a + B_a).

Each term is smaller than κ times the smaller of the two weights. At leading order a tail amplitude gains a factor of t divided by an energy difference for every site it crosses, which is why length is so costly without noise.

**Q:** My chain has many different detunings. Which one should the dephasing match?

**A:** The bonds act in series. In the steady state 1 − n_1 = J/κ, n_n − n_{n+1} = J/k_n and n_N = J/κ. The left sides add up to 1, so

1/J = 2/κ + Σ 1/k_n.

Leaving out contact damping, and writing Δ_rms² for the mean of Δ_n² over the N − 1 bonds,

Σ 1/k_n = [ħ(N − 1)/2t²](γ + Δ_rms²/γ).

This has the same form as a single bond, so the current peaks at γ = Δ_rms. For independent site energies uniform over a width W, each has variance W²/12. A difference of two has mean square W²/6, so Δ_rms = W/√6 in a long chain.

**Q:** Can you put numbers on a whole chain?

**A:** Take eight sites at 0, 8, −4, 3, 13, −2, 6 and −7 meV, with t = 0.5 meV and ħκ = 0.2 meV. These are model values. The squared detunings are 64, 144, 49, 100, 225, 64 and 169 meV², which sum to 815 meV². Hence Δ_rms = √(815/7) = 10.79 meV.

At γ = Δ_rms the bonds contribute 7 × 2 × 10.79/(2 × 0.25) = 302 in units of ħ/meV, and the contacts contribute 2/0.2 = 10. The current is (1/312) × 1519.3 /ns = 4.87 particles per ns, or 0.78 nA after multiplication by the elementary charge. The full steady-state equation for C, with all coherences kept, also gives 0.78 nA.

The full current is 0.167 nA at one tenth of this dephasing and 0.158 nA at ten times it. Its maximum lies at γ = 10.69 meV, a coherence decay rate of about 16,200 /ns and 0.9% below Δ_rms. Adding ħκ/2 = 0.1 meV to γ on the two end bonds accounts for about 0.3%. The rest comes from the coherences dropped in the series law.

Length shows the contrast with localization. Going from the first four sites to all eight, the current without dephasing drops from 0.0022 nA to 8.6 × 10⁻⁸ nA, a factor of about 26,000. With γ held at 10.79 meV it drops from 1.99 to 0.78 nA, a factor of 2.5.

**Q:** When should I not trust the matching rule?

**A:** Start with a case where it holds: no disorder. Then Δ_rms = 0, and the rule says that any dephasing hurts. To check this, note that the current fixes the imaginary part of every bond coherence at −ħJ/(2t). If all site energies are equal, try a solution with no real part, so that every bond coherence is −iħJ/(2t). The second-neighbour coherences are driven by differences between these equal values, so they vanish, and so do all longer-ranged ones. The bond equation with Δ = 0 then gives a purely imaginary coherence, as assumed. All steady-state equations are satisfied, and the series law becomes exact in this model. With contact damping included,

1/J = 2/κ + ħ[(N − 1)γ + ħκ]/(2t²).

The current can only fall as γ grows. For eight equal sites with the same t and κ, it is 23.4 nA at γ = 0 and 1.6 nA at γ = 10 meV. Dephasing relieves localization, but in the disordered example its best current is still 30 times below that of the clean, noiseless chain.

The rule can fail when the detunings differ from bond to bond and hopping is not weak compared with them. If all detunings are equal, the bond coherences are equal too, apart from contact damping on the end bonds, so the second-neighbour coherences have almost no source and the rule survives strong hopping. Now return to the disordered eight-site chain. At γ = Δ_rms the series law overestimates the bulk resistance (n_1 − n_N)/J by 0.25% for t = 0.5 meV. Halving t cuts this error by a factor of 4.0, as expected for a correction of order t². For t = 2 meV the best γ moves to 0.89 Δ_rms, and for t = 5 meV to 0.57 Δ_rms. At these values the rule gives only the scale, and at t = 10 meV, where the best γ is 0.23 Δ_rms, it is off by a factor of four.

The series law behind the rule also loses accuracy when dephasing is weak and second neighbours are close in energy, because the coherences I dropped are then less strongly suppressed. At γ = 0.1 Δ_rms the series current is 2.6% below the full one.

**Q:** Is the agreement special to your choice of eight energies?

**A:** The average over 200 random eight-site chains with W = 30 meV and t = 0.5 meV says not. Their mean bulk resistance is smallest at γ = 12.3 meV, against W/√6 = 12.2 meV. With samples of this size, the best γ varies by a few percent from one set of chains to another. An individual short chain should be compared with its own Δ_rms, which varies from sample to sample; for each of these 200 chains the best γ lies between 0.97 and 1.00 of its own Δ_rms. The mean current, unlike the mean resistance, gives more weight to chains with small Δ_rms and peaks lower, near 10.6 meV.

Computed values

```
Single bond: t = 0.5 meV, detuning = 10.0 meV
 gamma     1 meV: attempts    1519.3 /ns, success 4.902e-03, k 7.521 /ns
 gamma    10 meV: attempts   15192.7 /ns, success 2.488e-03, k 37.982 /ns
 gamma   100 meV: attempts  151926.7 /ns, success 4.950e-05, k 7.521 /ns
 best gamma from two-site steady state = 10.000 meV
 eigenstate overlap sum = 0.004950; 2t^2/D^2 = 0.005000
Chain site energies (meV): 0 8 -4 3 13 -2 6 -7
Neighbour detunings (meV): 8 -12 7 10 -15 8 -13
t = 0.5 meV, hbar*kappa = 0.2 meV, rms detuning = 10.790 meV
gamma/rms, gamma (meV), full current (nA), series law (nA)
   0.01     0.108    0.01931    0.01867
   0.10     1.079    0.16671    0.16233
   0.30     3.237    0.44631    0.43862
   1.00    10.790    0.78172    0.77985
   3.00    32.371    0.47369    0.47366
  10.00   107.902    0.15846    0.15846
 100.00  1079.021    0.01610    0.01610
Chain optimum: gamma = 10.691 meV = 16243 /ns, current = 0.7817 nA
Bulk resistance error of series law at gamma = rms: -2.47e-03 (t), -6.21e-04 (t/2)
Sites, current at gamma = 0 (nA), current at gamma = rms (nA)
 4 2.229e-03 1.9898
 6 7.398e-05 1.0807
 8 8.646e-08 0.7817
Ordered 8-site chain: gamma (meV), current (nA)
   0.0 23.4051
   1.0 9.9760
  10.0 1.6184
Stronger hopping, same energies: t (meV), best gamma / rms
 0.5 0.9908
 2.0 0.8949
 5.0 0.5653
200 random chains, W = 30 meV: best gamma = 12.32 meV, W/sqrt(6) = 12.25 meV
```
